# Plane-averaged potential curvature and dielectric screening in charged periodic cells, part 2

A periodic cell of volume $V$ carries a net charge $q$, compensated by a uniform background of density $-q/V$. Hartree atomic units and Gaussian electrostatics are used. In a linear medium with a constant, symmetric, positive-definite dielectric tensor $\varepsilon$, the electrostatic potential $\phi$, periodic with zero cell average, obeys

$$-\partial_i\,\varepsilon_{ij}\,\partial_j\phi=4\pi\left(\rho-\frac qV\right),$$

with repeated indices summed and $\rho=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ the external charge density, of total $q$ per cell. For $\mathbf G\neq0$,

$$\phi_{\mathbf G}=\frac{4\pi\rho_{\mathbf G}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}.$$

The cell vectors $\mathbf a_i$ and reciprocal vectors $\mathbf b_j$ satisfy $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Lattice planes $(hkl)$ have spacing $d$ and unit normal $\mathbf n$ along $h\mathbf b_1+k\mathbf b_2+l\mathbf b_3$. A bar denotes the average over the in-plane cell at fixed $z=\mathbf n\cdot\mathbf r$, and $\varepsilon_{nn}\equiv\mathbf n\cdot\varepsilon\cdot\mathbf n$. In-plane derivatives average to zero, so the mean field is $\bar E_n\mathbf n$ with $\bar E_n=-\bar\phi'$, and the normal displacement is $\bar D_n=\varepsilon_{nn}\bar E_n$. Hence

$$\varepsilon_{nn}\,\bar\phi''(z)=-4\pi\left(\bar\rho(z)-\frac qV\right),\qquad \kappa\equiv\bar\phi''=\frac{4\pi q}{\varepsilon_{nn}V}\ \text{ where }\bar\rho=0 .$$

Read backwards, this gives $\varepsilon_{nn}=4\pi q/(\kappa V)$. If no reciprocal vector is parallel to $\mathbf n$, the average uses the weight $e^{-s^2/2L^2}/(2\pi L^2)$ in the in-plane displacement $\mathbf s$, and for a smooth charge $\bar\phi=0$ as $L\to\infty$. The in-plane part of $\mathbf G$ is $\mathbf G_\parallel$.

The example has a point charge $q=1$ at the origin, $\mathbf a_1=(20,0,0)$, $\mathbf a_2=(4,22,0)$, $\mathbf a_3=(6,-3,24)$ bohr, and

$$\varepsilon=\begin{pmatrix}6&1&2\\1&8&1.5\\2&1.5&10\end{pmatrix}.$$

Then $V=10560$ bohr$^3$ and $4\pi q/V=1.189997\times10^{-3}$, with curvatures in hartree/(e bohr$^2$). The potential is computed by Ewald summation and averaged on an in-plane grid, and $\kappa$ is the second difference of the averages at $z=0.30d$, $0.45d$ and $0.60d$. For $(001)$ these heights are $7.2$, $10.8$ and $14.4$ bohr, and the averages are $-0.00148512$, $-0.00277031$ and $-0.00251327$ hartree/e. The results for six plane families follow, with $\varepsilon_{nn}$ computed from the tensor.

| plane | $d$ (bohr) | $\varepsilon_{nn}$ | $10^4\kappa$ |
|---|---|---|---|
| (001) | 24.000 | 10.0000 | 1.19000 |
| (100) | 19.005 | 5.14925 | 2.31101 |
| (010) | 21.830 | 8.40000 | 1.41666 |
| (110) | 16.042 | 7.04885 | 1.68821 |
| (101) | 17.230 | 8.14960 | 1.46019 |
| (011) | 15.236 | 10.53955 | 1.12908 |

In each row $1.189997\times10^{-3}/\kappa$ reproduces $\varepsilon_{nn}$, and solving the six linear equations $n_in_j\varepsilon_{ij}=4\pi q/(\kappa V)$ returns the elements $6, 8, 10, 1, 2, 1.5$ to four decimals. A second tensor with rows $(4,-1,-2.5)$, $(-1,12,0.5)$, $(-2.5,0.5,10)$ shares only $\varepsilon_{zz}=10$ with the first. Its $(001)$ averages at the three heights coincide with those above to floating-point rounding, while the Ewald potential at the single point $(5,0,7.2)$ bohr changes from $0.001746$ to $-0.003422$ hartree/e.

The inversion assumes $\bar\rho=0$ where the curvature is taken. Otherwise $\bar\phi''=(4\pi q/\varepsilon_{nn}V)(1-V\bar\rho/q)$, and the apparent constant is

$$\varepsilon_{\rm app}(z)=\frac{4\pi q}{V\bar\phi''(z)}=\frac{\varepsilon_{nn}}{1-V\bar\rho(z)/q}.$$

A tail of the defect charge with the sign of $q$ imitates stronger screening as long as $V\bar\rho/q<1$, and a charge spread uniformly over the cell gives no curvature at all. One curvature cannot separate the two effects, but a tail that varies with $z$ shows itself as a departure from a parabola. For a spherical Gaussian of width $\sigma$ the in-plane integrals give unity, so $V\bar\rho/q=d\sum_me^{-(z-md)^2/2\sigma^2}/(\sqrt{2\pi}\,\sigma)$. With $\sigma=4$ bohr at mid-cell, $z=12$ bohr for $(001)$, two images contribute $e^{-4.5}$ each and the next pair $e^{-40.5}$, so $V\bar\rho/q=48e^{-4.5}/(4\sqrt{2\pi})=0.05318$ and $\varepsilon_{\rm app}=10/(1-0.05318)=10.562$, which is 5.6% above $\varepsilon_{nn}$. Summing the three-dimensional Fourier series with $\rho_{\mathbf G}=(q/V)e^{-\sigma^2G^2/2}$, averaging on an in-plane grid and applying a five-point difference gives $\bar\phi''=1.126711\times10^{-4}$ and $1.189997\times10^{-3}/1.126711\times10^{-4}=10.562$. For this charge the wide Gaussian window with $L=10^4$ bohr, sampled over $0\le z\le24$ bohr, varies by $0.004019$ hartree/e for $(001)$ and is zero to floating-point precision for $\mathbf n\propto\mathbf b_1+\sqrt2\,\mathbf b_2+\pi\mathbf b_3$.

A crystal is not a uniform medium. In an atomistic calculation $\phi$ stands for the potential of the charged cell minus that of the neutral host, and the response of the host varies with its period $a$ along $\mathbf n$, so the planar average need not be a parabola. Two models show what the curvature then means. In the first, $\varepsilon$ depends on $z$ alone with period $a$. The averaging argument holds unchanged, since $\varepsilon(z)$ is constant on each plane, and gives $(\varepsilon_{nn}(z)\bar\phi')'=-4\pi(\bar\rho-q/V)$. Where $\bar\rho=0$ one integration yields $\bar\phi'=\kappa_0(z-z_*)/\varepsilon_{nn}(z)$, with $\kappa_0=4\pi q/V$ and $z_*$ a constant. Define the window average $f_1(z)=a^{-1}\int_{z-a/2}^{z+a/2}f\,dz'$, whose derivative is $[f(z+a/2)-f(z-a/2)]/a$. Because $\varepsilon_{nn}(z-a/2)=\varepsilon_{nn}(z+a/2)$,

$$\bar\phi_1''(z)=\frac{\kappa_0}{a}\,\frac{(z+\frac a2-z_*)-(z-\frac a2-z_*)}{\varepsilon_{nn}(z+\frac a2)}=\frac{\kappa_0}{\varepsilon_{nn}(z+\frac a2)} .$$

One window removes a periodic function but not a periodic function multiplied by $z$, so this curvature still oscillates. A second window averages it over a period, giving $\kappa_0\langle1/\varepsilon_{nn}\rangle$. Applying the derivative rule once for each window shows that the result is a plain second difference of the raw average,

$$\bar\phi_2''(z)=\frac{\bar\phi(z+a)-2\bar\phi(z)+\bar\phi(z-a)}{a^2}=\frac{4\pi q}{V}\left\langle\frac1{\varepsilon_{nn}}\right\rangle ,$$

valid when $[z-a,z+a]$ is free of external charge. The harmonic mean is the macroscopic constant of the stack, because a uniform $\bar D_n$ produces the mean field $\bar D_n\langle1/\varepsilon_{nn}\rangle$. With a slab in vacuum the host period does not extend through the whole cell. The local equation still applies, and away from the external charge the vacuum region shows the bare $\kappa_0$. Inside a layered slab the second difference still gives $\kappa_0\langle1/\varepsilon_{nn}\rangle$, provided $[z-a,z+a]$ lies within the slab and is free of external charge. No single curvature describes the cell.

For $\varepsilon_{zz}=\mathcal A+\mathcal B\cos\theta$ with $\theta=2\pi z/a$, the substitution $t=\tan(\theta/2)$ turns the period integral of $1/\varepsilon_{zz}$ into $\int_{-\infty}^\infty2\,dt/[(\mathcal A+\mathcal B)+(\mathcal A-\mathcal B)t^2]=2\pi/\sqrt{\mathcal A^2-\mathcal B^2}$. With $\mathcal A=6$, $\mathcal B=3$ the harmonic mean is $\sqrt{27}=5.19615$, against an arithmetic mean of 6. Take $a=6$ bohr, $d=48$ bohr, $V=19200$ bohr$^3$, $\varepsilon_{xx}=5$, $\varepsilon_{xz}=1+0.5\sin\theta$, and a Gaussian charge of $\sigma=1.5$ bohr at $z=1$ bohr. A plane-wave Galerkin solution in $x$ and $z$ of the equation averaged over $y$ gives $\kappa_0/\bar\phi_1''=4.50000$ at $z=25$ bohr and $8.59808$ at $z=27.5$ bohr. These are $\varepsilon_{zz}(28)=6+3\cos240^\circ$ and $\varepsilon_{zz}(30.5)=6+3\cos30^\circ$. The second difference gives $5.19615$ at both heights.

The second model has no dielectric tensor as input. Sites of a simple cubic lattice, with constant $a$ and $\Omega=a^3$, carry point dipoles $\mathbf p_i=\alpha\mathbf E^{\rm loc}_i$, and a charge $q$ sits at a cube centre of a periodic supercell. A dipole at the origin has $\rho_{\mathbf G}=-i\mathbf G\cdot\mathbf p/V$, so $\phi_{\mathbf G}=4\pi\rho_{\mathbf G}/G^2$ and the field $-i\mathbf G\phi_{\mathbf G}=-4\pi\mathbf G(\mathbf G\cdot\mathbf p)/(VG^2)$. Damp the series with $e^{-G^2/4\eta^2}$, with $\eta a$ large enough that smearing does not alter the field at neighbours. The smeared dipole then acts on itself with the field $-4\pi\int\frac{d^3G}{(2\pi)^3}\frac13e^{-G^2/4\eta^2}\mathbf p=-\frac{4\eta^3}{3\sqrt\pi}\mathbf p$, which must be removed:

$$T_{ab}(\mathbf R)=-\frac{4\pi}V\sum_{\mathbf G\ne0}\frac{G_aG_b}{G^2}e^{-G^2/4\eta^2}\cos\mathbf G\cdot\mathbf R+\delta_{\mathbf R0}\,\delta_{ab}\frac{4\eta^3}{3\sqrt\pi}.$$

The dipoles solve $\alpha^{-1}\mathbf p_i-\sum_jT(\mathbf R_i-\mathbf R_j)\mathbf p_j=\mathbf E^{q}_i$, with $\mathbf E^q$ the field of the charge and background. Summing $T$ over all sites keeps only host reciprocal vectors and replaces $V$ by $\Omega$. Cubic symmetry replaces $G_aG_b/G^2$ by $\delta_{ab}/3$, and Poisson summation gives $\sum_{\mathbf G}e^{-G^2/4\eta^2}=\Omega\eta^3\pi^{-3/2}\sum_{\mathbf R}e^{-\eta^2R^2}$, of which only $\mathbf R=0$ matters at large $\eta a$. The sum is $-\frac{4\pi}{3\Omega}(\Omega\eta^3\pi^{-3/2}-1)+\frac{4\eta^3}{3\sqrt\pi}=\frac{4\pi}{3\Omega}$ times the unit matrix. A uniform polarization $\mathbf P=\mathbf p/\Omega$ at zero mean field thus produces the Lorentz local field $\frac{4\pi}3\mathbf P$.

Average the dipole equation over in-plane host translations, and let $\mathbf P_j$ be the mean dipole of plane $j$ divided by $\Omega$. Every source is now periodic with the host in the plane. Its field is a planar average plus components with $|\mathbf G_\parallel|\ge2\pi/a$, which Laplace's equation forces to decay as $e^{-|\mathbf G_\parallel||z|}$. The planar average of a dipole plane is a step $4\pi aP_{z,j}$ in $\bar\phi$, since the moment per area is $\Omega P_{z,j}/a^2$. Off the planes the averaged field is along $z$ and continuous across each dipole plane. Call it $D(z)$. Away from the charge only the background is a source, so $D'=-4\pi q/V$. The local field far from the charge is $D_j\hat{\mathbf z}+\sum_kC_{j-k}\mathbf P_k$, where $C$ collects the short-ranged parts and inversion symmetry makes $C_{-m}=C_m$. If $\mathbf P_k$ is linear in $k$, the odd term cancels and the sum is $C_{\rm tot}\mathbf P_j$. The uniform case fixes $C_{\rm tot}$. There periodicity of $\bar\phi$ requires $-aD+4\pi aP_z=0$, and the local field is $\frac{4\pi}3\mathbf P$, so $C_{\rm tot}\mathbf P=\frac{4\pi}3\mathbf P-4\pi P_z\hat{\mathbf z}$. With $E_j\equiv D_j-4\pi P_{z,j}$,

$$\Omega\alpha^{-1}\mathbf P_j=E_j\hat{\mathbf z}+\frac{4\pi}{3}\mathbf P_j\;\Rightarrow\;\mathbf P_j=\chi\hat{\mathbf z}E_j,\qquad\chi=\left(\Omega\alpha^{-1}-\frac{4\pi}3\right)^{-1},$$

and $D_j=E_j+4\pi\chi_{zz}E_j=\varepsilon_{zz}E_j$ with the Clausius–Mossotti tensor $\varepsilon=1+4\pi\chi$. Since $D_j$ is linear in $j$, so is $\mathbf P_j$, and the assumption is consistent. The jump of $D$ and the near field at the charged plane add a disturbance that decays exponentially with distance, provided $\Omega\alpha^{-1}-\sum_mC_me^{im\theta}$ is positive definite for all real $\theta$. Because $C_m$ decays exponentially in $|m|$, this matrix is analytic in $\theta$. So is its inverse, whose elements between planes $j$ and $k$ therefore decay exponentially in $|j-k|$. A stable lattice, for which $\alpha^{-1}-T$ is positive definite at every wavevector, meets the condition. For $0<|\theta|\le\pi$ the two matrices agree up to the factor $\Omega$, at the wavevector $\theta/a$ along $z$. At $\theta=0$ the one with $C$ is larger by $4\pi\hat{\mathbf z}\hat{\mathbf z}^T$, because $T$ there leaves out the macroscopic field. Between midpoints on either side of plane $j$ the potential changes by $-aD_j+4\pi aP_{z,j}=-aE_j$, so the second difference at step $a$ is

$$-\frac{E_{j+1}-E_j}{a}=-\frac{D'}{\varepsilon_{zz}}=\frac{4\pi q}{\varepsilon_{zz}V}.$$

In this model the curvature registers every contribution to $\alpha$ that changes $\varepsilon_{zz}$. If each site also holds an ion of charge $Z$ bound by a spring $K$ to a fixed countercharge and driven by the same local field, it moves by $Z\mathbf E^{\rm loc}/K$ and adds $Z^2/K$ to the diagonal of $\alpha$. Ions clamped at their host positions give the electronic constant $\varepsilon_{zz}^{\rm el}$, and ions relaxed in the field of the charge give the static one $\varepsilon_{zz}^{\rm st}$. If the ions are frozen at the geometry relaxed for a charge $q'$ and the cell then carries $q$, only the electrons respond to the change $q-q'$, and linearity gives $\kappa=\frac{4\pi}{V}\left[\frac{q-q'}{\varepsilon_{zz}^{\rm el}}+\frac{q'}{\varepsilon_{zz}^{\rm st}}\right]$, which is nonzero even at $q=0$. The fixed countercharge also excludes strain. In a piezoelectric host with all ions free, the field linear in $z$ drives a strain linear in $z$ that adds polarization. The curvature then departs from the fixed-strain static constant, and the second difference at step $a$ can depend on $z$. If ions are free only in part of the cell, the response no longer has the host period throughout, and a single $\varepsilon_{zz}$ need not describe the whole cell.

Take $a=6$ bohr, $\Omega=216$ bohr$^3$, a $2\times2\times16$ supercell with $V=13824$ bohr$^3$ and $4\pi q/V=9.090257\times10^{-4}$, and an electronic polarizability with $\alpha_{xx}=\alpha_{yy}=16$, $\alpha_{zz}=22$, $\alpha_{xz}=5$ bohr$^3$. The $xz$ block has determinant $16\cdot22-25=327$, so $\Omega\alpha^{-1}-4\pi/3$ has $xx$ element $216\cdot22/327-4.18879=10.3433$, $zz$ element $216\cdot16/327-4.18879=6.3800$ and $xz$ element $-216\cdot5/327=-3.3028$, with determinant $55.082$. Then $\varepsilon_{zz}=1+4\pi\cdot10.3433/55.082=3.3597$, and likewise $\varepsilon_{xx}=2.4555$ and $\varepsilon_{xz}=0.7535$. Solving the linear system for the 64 dipoles directly, building $\bar\phi$ from its Fourier series along $z$, and taking the second difference eight lattice constants from the charge gives $\kappa=2.705674\times10^{-4}$, or 26.29 mV/Å$^2$, and $9.090257/2.705674=3.3597$. The alternative $1/(\varepsilon^{-1})_{zz}=\varepsilon_{zz}-\varepsilon_{xz}^2/\varepsilon_{xx}=3.1285$ does not fit. With $Z=2$ and $K=0.5$ hartree/bohr$^2$ the ions add $Z^2/K=8$ bohr$^3$, the same arithmetic gives $\varepsilon_{zz}=5.4881$, and the direct solution gives $\kappa=1.656361\times10^{-4}$, or 16.10 mV/Å$^2$, with $9.090257/1.656361=5.4881$. Clamping the ions at their host positions raises the curvature by the factor $1.6335$, the ratio of the two constants, so a finite-size model that uses the static tensor for such a cell is contradicted by that cell's own averaged potential. Ions frozen at the geometry relaxed for $q'=1$ give instead the static curvature at $q=1$, and at $q=2$ the sum $2.705674\times10^{-4}+1.656361\times10^{-4}=4.362035\times10^{-4}$, an apparent constant of $4.168$ that is neither the electronic nor the static value.
